# Sensitivity-Enhanced HSQC: What IS, I2S and I3S Groups Gain: test program

```python
"""Sensitivity-enhanced HSQC back-transfer for I_nS groups, n = 1, 2, 3.

Result under test: with theta_k = pi*J*delta_k the two orthogonal S components
present after t1 reach the receiver with amplitudes
    a = sin(theta_1),   b = cos(theta_1)**(n-1) * sin(theta_2).
Peak signal-to-noise relative to a phase-cycled HSQC:        (a+b)/sqrt(2).
Relative to a gradient-selected HSQC without enhancement:     a+b.
J: I-S coupling (Hz); delta_1, delta_2: full echo lengths (s);
phi = 2*pi*NU_S*t1: S precession phase; eps = +1 or -1: sign of the S pulse.
All amplitudes are obtained from density matrices of the whole sequence.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

J = 140.0            # Hz, I-S coupling
J_II = -12.0         # Hz, coupling among equivalent I spins
NU_I, NU_S = 230.0, 500.0   # Hz, offsets
POINTS = 32          # number of t1 values
CYCLES = 5           # whole S precession cycles in the t1 range
T1 = np.arange(POINTS) * CYCLES / (POINTS * NU_S)
PHI = 2 * np.pi * NU_S * T1
TRIALS = 40000
FULL = 1 / (2 * J)   # echo length for complete antiphase/in-phase conversion
PAULI_HALF = [np.array([[0, 1], [1, 0]], complex) / 2,
              np.array([[0, -1j], [1j, 0]], complex) / 2,
              np.array([[1, 0], [0, -1]], complex) / 2]


def embed(matrix, site, sites):
    out = np.eye(1, dtype=complex)
    for k in range(sites):
        out = np.kron(out, matrix if k == site else np.eye(2))
    return out


class Group:
    """Spin group I_nS with ideal pulses and exact free evolution."""

    def __init__(self, n):
        self.n = n
        self.I = [[embed(m, k, n + 1) for m in PAULI_HALF] for k in range(n)]
        self.S = [embed(m, n, n + 1) for m in PAULI_HALF]
        self.F = [sum(spin[c] for spin in self.I) for c in range(3)]
        F, S = self.F, self.S
        h = NU_I * F[2] + NU_S * S[2] + J * F[2] @ S[2]
        for p in range(n):
            for q in range(p):
                h = h + J_II * sum(self.I[p][c] @ self.I[q][c]
                                   for c in range(3))
        self.energy, self.vec = np.linalg.eigh(2 * np.pi * h)
        quarter = -1j * np.pi / 2
        self.I90x, self.I90y = expm(quarter * F[0]), expm(quarter * F[1])
        self.S90x, self.S90y = expm(quarter * S[0]), expm(quarter * S[1])
        self.I180 = self.I90x @ self.I90x
        self.both180 = self.I180 @ self.S90x @ self.S90x
        self.prep = (self.S90x @ self.I90y @ self.echo(FULL) @ self.I90x)

    def free(self, t):
        return (self.vec * np.exp(-1j * self.energy * t)) @ self.vec.conj().T

    def echo(self, delta):
        half = self.free(delta / 2)
        return half @ self.both180 @ half

    def after_t1(self, t1, psi=0.0):
        """Preparation, t1 with central I inversion, gradient phase psi on S."""
        half = self.free(t1 / 2)
        grad = np.diag(np.exp(-1j * psi * np.diag(self.S[2])))
        return grad @ half @ self.I180 @ half @ self.prep

    def state(self, u):
        return u @ self.F[2] @ u.conj().T

    def coefficient(self, rho, op):
        return (np.trace(rho @ op) / np.trace(op @ op)).real

    def signal(self, u):
        rho = self.state(u)
        norm = np.trace(self.F[2] @ self.F[2]).real
        return np.trace(rho @ (self.F[0] + 1j * self.F[1])) / norm

    def s_pulse(self, eps):
        return self.S90x if eps > 0 else self.S90x.conj().T

    def first_part(self, t1, eps, d1, psi=0.0):
        return (self.echo(d1) @ self.I90x @ self.s_pulse(eps)
                @ self.after_t1(t1, psi))

    def enhanced(self, t1, eps, d1, d2, psi=0.0):
        u = self.first_part(t1, eps, d1, psi)
        u = self.I90x @ self.echo(d2) @ self.I90y @ self.S90y @ u
        return self.signal(u) * np.exp(1j * eps * psi)

    def ordinary(self, t1, s_pulse):
        u = self.echo(FULL) @ self.I90x @ s_pulse @ self.after_t1(t1)
        return self.signal(u)

    def ordinary_gradient(self, t1, eps):
        values = [self.signal(self.first_part(t1, eps, FULL, psi))
                  * np.exp(1j * eps * psi) for psi in GRADIENT_PHASES]
        return -1j * np.mean(values)     # constant receiver phase

    def enhanced_gradient(self, t1, eps, d1, d2):
        return np.mean([self.enhanced(t1, eps, d1, d2, psi)
                        for psi in GRADIENT_PHASES])

    def amplitudes(self, d1, d2=FULL):
        """Simulated a (from phi = 0) and b (from phi = pi/2)."""
        a = -self.enhanced(0.0, 1, d1, d2).imag
        b = -self.enhanced(1 / (4 * NU_S), 1, d1, d2).real
        return a, b


GRADIENT_PHASES = 2 * np.pi * np.arange(8) / 8


def peak_pair(plus, minus, u=1.0, v=1.0, side=1):
    """Peak height at side*NU_S from the two records eps = +1, -1."""
    cos_set = -(plus - minus).imag
    sin_set = -(plus + minus).real
    z = u * cos_set + 1j * v * sin_set
    return np.mean((z * np.exp(-1j * side * PHI)).real, axis=-1)


def peak_ordinary(first, second):
    z = first.real + 1j * second.real
    return np.mean((z * np.exp(-1j * PHI)).real, axis=-1)


rng = np.random.default_rng(7)


def noise():
    shape = (TRIALS, POINTS)
    return rng.standard_normal(shape) + 1j * rng.standard_normal(shape)


groups = {n: Group(n) for n in (1, 2, 3)}
names = {1: "IS", 2: "I2S", 3: "I3S"}

# Operator content after t1 and after the first echo; final signal
worst_state = worst_signal = 0.0
for n, g in groups.items():
    for trial in range(12):
        t1 = rng.uniform(0, 0.01)
        d1, d2 = rng.uniform(0, 1 / J, 2)
        phi = 2 * np.pi * NU_S * t1
        th1, th2 = np.pi * J * d1, np.pi * J * d2
        rho = g.state(g.after_t1(t1))
        target = 2 * g.F[2] @ (g.S[1] * np.cos(phi) - g.S[0] * np.sin(phi))
        worst_state = max(worst_state, np.abs(rho - target).max())
        for eps in (1, -1):
            rho = g.state(g.first_part(t1, eps, d1))
            got = (g.coefficient(rho, g.F[0]),
                   g.coefficient(rho, 2 * g.F[1] @ g.S[0]))
            want = (eps * np.cos(phi) * np.sin(th1),
                    -np.sin(phi) * np.cos(th1) ** (n - 1))
            worst_state = max(worst_state, np.abs(np.subtract(got, want)).max())
            a = np.sin(th1)
            b = np.cos(th1) ** (n - 1) * np.sin(th2)
            formula = -1j * eps * ((a + b) / 2 * np.exp(-1j * eps * phi)
                                   + (a - b) / 2 * np.exp(1j * eps * phi))
            worst_signal = max(worst_signal,
                               abs(g.enhanced(t1, eps, d1, d2) - formula))
assert worst_state < 1e-9
assert worst_signal < 1e-9

print(f"I-S coupling J = {J:.0f} Hz, I-I coupling = {J_II:.0f} Hz")
print(f"offsets: I {NU_I:.0f} Hz, S {NU_S:.0f} Hz")
print(f"second echo delta2 = 1/(2J) = {1e3 * FULL:.3f} ms")
print(f"t1 points = {POINTS}, noise trials = {TRIALS}")
print(f"largest operator-coefficient error < 1e-9: {worst_state < 1e-9}")
print(f"largest final-signal error < 1e-9: {worst_signal < 1e-9}")

# Best first echo, found by maximizing the simulated signal
expected_delay = {1: 1 / (2 * J), 2: 1 / (4 * J), 3: 1 / (6 * J)}
expected_sum = {1: 2.0, 2: np.sqrt(2), 3: 1.25}
best = {}
print("Best first echo (simulated): delta1, a, b, a+b, (a+b)/sqrt2")
for n, g in groups.items():
    res = minimize_scalar(lambda d: -sum(g.amplitudes(d)),
                          bounds=(0, 0.6 / J), method="bounded",
                          options={"xatol": 1e-10})
    best[n] = res.x
    a, b = g.amplitudes(res.x)
    assert abs(res.x / expected_delay[n] - 1) < 1e-4
    assert abs(a + b - expected_sum[n]) < 1e-7
    print(f"  {names[n]:3s} {1e3 * res.x:.3f} ms  {a:.4f}  {b:.4f}"
          f"  {a + b:.4f}  {(a + b) / np.sqrt(2):.4f}")

print("Fixed first echo: a, b, a+b, (a+b)/sqrt2")
for divisor in (2, 4, 6):
    d1 = 1 / (divisor * J)
    print(f" delta1 = 1/({divisor}J) = {1e3 * d1:.3f} ms")
    for n, g in groups.items():
        a, b = g.amplitudes(d1)
        print(f"  {names[n]:3s} {a:.4f}  {abs(b):.4f}  {a + b:.4f}"
              f"  {(a + b) / np.sqrt(2):.4f}")

# Signal-to-noise from simulated records with receiver noise
print("Measured S/N ratios: vs phase-cycled, vs gradient, reweighted")
for n, g in groups.items():
    d1 = best[n]
    cos_rec = np.array([g.ordinary(t, g.S90x) for t in T1])
    sin_rec = np.array([g.ordinary(t, g.S90y) for t in T1])
    assert np.allclose(cos_rec, np.cos(PHI), atol=1e-9)
    assert np.allclose(sin_rec, np.sin(PHI), atol=1e-9)
    plus, minus = (np.array([g.enhanced(t, e, d1, FULL) for t in T1])
                   for e in (1, -1))
    gplus, gminus = (np.array([g.enhanced_gradient(t, e, d1, FULL)
                               for t in T1]) for e in (1, -1))
    oplus, ominus = (np.array([g.ordinary_gradient(t, e) for t in T1])
                     for e in (1, -1))
    a, b = g.amplitudes(d1)

    def snr(peaks):
        return peaks.mean() / peaks.std()

    ref = snr(peak_ordinary(cos_rec + noise(), sin_rec + noise()))
    enh = snr(peak_pair(plus + noise(), minus + noise()))
    wei = snr(peak_pair(plus + noise(), minus + noise(), a, b))
    grad = snr(peak_pair(gplus + noise(), gminus + noise()))
    ograd = snr(peak_pair(oplus + noise(), ominus + noise()))
    # Sampling errors of signal and noise estimates are below one percent
    assert abs(enh / ref / ((a + b) / np.sqrt(2)) - 1) < 0.03
    assert abs(grad / ref / ((a + b) / np.sqrt(2)) - 1) < 0.03
    assert abs(grad / ograd / (a + b) - 1) < 0.03
    assert abs(wei / ref / np.hypot(a, b) - 1) < 0.03
    print(f"  {names[n]:3s} {enh / ref:.2f}  {grad / ograd:.2f}"
          f"  {wei / ref:.2f}  (sqrt(a^2+b^2) = {np.hypot(a, b):.4f})")
    if n == 3:
        image = peak_pair(plus, minus, side=-1) / peak_pair(plus, minus)
        gimage = peak_pair(gplus, gminus, side=-1) / peak_pair(gplus, gminus)
        assert abs(image - (a - b) / (a + b)) < 1e-9
        assert abs(gimage) < 1e-9

print(f"I3S image/peak without gradients = {image:.4f}")
print(f"I3S image/peak with gradients = {abs(gimage):.4f}")

# No delays give a reweighted gain above one for I2S and I3S
print("Largest sqrt(a^2+b^2) over a grid of both delays:")
grid = np.linspace(0, 1 / J, 25)
for n in (1, 2, 3):
    top = max(np.hypot(*groups[n].amplitudes(x, y))
              for x in grid for y in grid)
    assert abs(top - (np.sqrt(2) if n == 1 else 1.0)) < 1e-9
    print(f"  {names[n]:3s} {top:.4f}")

print("ALL CHECKS PASSED")
```

It prints:

```
I-S coupling J = 140 Hz, I-I coupling = -12 Hz
offsets: I 230 Hz, S 500 Hz
second echo delta2 = 1/(2J) = 3.571 ms
t1 points = 32, noise trials = 40000
largest operator-coefficient error < 1e-9: True
largest final-signal error < 1e-9: True
Best first echo (simulated): delta1, a, b, a+b, (a+b)/sqrt2
  IS  3.571 ms  1.0000  1.0000  2.0000  1.4142
  I2S 1.786 ms  0.7071  0.7071  1.4142  1.0000
  I3S 1.190 ms  0.5000  0.7500  1.2500  0.8839
Fixed first echo: a, b, a+b, (a+b)/sqrt2
 delta1 = 1/(2J) = 3.571 ms
  IS  1.0000  1.0000  2.0000  1.4142
  I2S 1.0000  0.0000  1.0000  0.7071
  I3S 1.0000  0.0000  1.0000  0.7071
 delta1 = 1/(4J) = 1.786 ms
  IS  0.7071  1.0000  1.7071  1.2071
  I2S 0.7071  0.7071  1.4142  1.0000
  I3S 0.7071  0.5000  1.2071  0.8536
 delta1 = 1/(6J) = 1.190 ms
  IS  0.5000  1.0000  1.5000  1.0607
  I2S 0.5000  0.8660  1.3660  0.9659
  I3S 0.5000  0.7500  1.2500  0.8839
Measured S/N ratios: vs phase-cycled, vs gradient, reweighted
  IS  1.42  2.00  1.42  (sqrt(a^2+b^2) = 1.4142)
  I2S 1.01  1.42  1.01  (sqrt(a^2+b^2) = 1.0000)
  I3S 0.89  1.26  0.90  (sqrt(a^2+b^2) = 0.9014)
I3S image/peak without gradients = -0.2000
I3S image/peak with gradients = 0.0000
Largest sqrt(a^2+b^2) over a grid of both delays:
  IS  1.4142
  I2S 1.0000
  I3S 1.0000
ALL CHECKS PASSED
```
